Choosing the periodic cell size for oxide closure on sparse seeds

In a simulated oxide film grown from sparse seeds, the last uncovered substrate cell in a window of 32×32 cells fills on average at cycle 19.4. In an area of 128×128 cells the last one fills at cycle 24.2. The seed density and the surface reaction are the same in both. If closure means that no uncovered cell is left, the answer depends on the area inspected, and no enlargement of the simulation makes it converge.

The setting treated here is the lateral size of the periodic cell. Electronic-structure programs ask for it when a surface is modelled by a repeated cell, and a lattice Monte Carlo growth model needs it too. The analysis below is for growth. Its sharp size criterion rests on influence that spreads one cell per cycle, so it does not carry over to electrostatic or elastic interactions between repeated images.

**The model and what is measured**

Cubic cells of edge a fill the space above an inert plane, such as the basal plane of a two-dimensional channel material. Each substrate cell is a seed, already filled at cycle 0, with probability p, independently of the others. In each deposition cycle, every empty cell that shares a face with oxide present at the start of the cycle fills with probability q. Cells filled during a cycle expose no new cells until the next one. This is the self-limiting rule. Desorption, surface diffusion and new nucleation are left out. The rule also lets an empty cell fill after oxide has enclosed it, although no precursor could reach it there.

Let U(n) be the expected fraction of substrate cells still uncovered after n cycles on an infinite plane, and h(n) the expected oxide volume per substrate area. Closure is defined by a tolerated uncovered fraction ε:

U(n_ε) = ε, closure thickness = h(n_ε).

Both quantities are averages per area, so they have a limit for large areas. Pinhole-free closure of a stated area is a different question, treated further on.

Here a pinhole is any uncovered substrate cell, whether it is open to the gas or buried under oxide. The difference matters late in growth, when a cell that has failed to fill for several cycles has often been roofed over. U(n) is therefore an upper bound on the fraction still open to the gas. The bound holds even if enclosed cells stop filling: an enclosed empty cell has no open cell as a face neighbour, so its fate cannot affect the open ones. The paths to the gas thus close no later than the cycles given below, but in a real film they may leave buried voids behind. U(n) does not bound these voids. If enclosed cells stay empty, the buried part never shrinks, so the total uncovered fraction levels off at a nonzero value and a small ε counted on all uncovered cells may never be reached.

**How large the cell must be for the mean**

The state of a cell after n cycles follows from its own state and those of its face neighbours after n−1 cycles, together with one random number. Repeating this n times shows that it depends on seeds and random numbers no more than n steps away.

Growth in a periodic L×L cell is the same as growth on the infinite lattice with periodically repeated seeds and random numbers. The state above a chosen site reads lateral coordinates from −n to n. If

L ≥ 2n + 1,

these 2n+1 values belong to different cells of the box, so no random number is read twice. The numbers read are then independent, as on the infinite plane, and

E[U_L(n)] = U(n), E[h_L(n)] = h(n).

The size bias of the mean is zero under this condition, not merely small.

The case q = 1 shows what happens otherwise. A site is then covered after n cycles if a seed lies within n lateral steps. There are 4d sites at distance d ≥ 1, so the number of sites within reach is

V(n) = 1 + 4(1 + 2 + … + n) = 2n² + 2n + 1,

and the site is uncovered if none of them is a seed:

U(n) = (1−p)^V(n).

Take p = 0.02, n = 6 and L = 8. On the infinite plane V = 85 and U = 0.180. The box has 64 sites, of which 5 lie more than 6 steps away, so only 59 can help and the formula gives 0.98^59 = 0.304. Direct simulation of 2000 such boxes gives 0.299 ± 0.010. (Here and below, ± is one standard error.) The small box overstates the pinholes because the missing sites have been replaced by copies of sites already counted.

A box without seeds never closes, which gives a simple lower limit for any q:

E[U_L(n)] ≥ (1−p)^(L²).

For L = 16 and p = 0.02 this is 0.0057. The mean over such boxes cannot reach ε = 0.001, however long growth continues.

For sparse seeds and q = 1, ln(1−p) ≈ −p and V ≈ 2n², so

n_ε ≈ √[ln(1/ε)/(2p)].

The smallest safe size is then L ≈ 2n_ε = √[2 ln(1/ε)/p]. At that size pL² = 2 ln(1/ε), and the chance of a seedless box is about exp(−pL²) = ε², well below the target.

For small q the rule L ≥ 2n+1 remains sufficient but becomes wasteful, because the number of cycles per step of growth then scales as 1/q. Let r be the largest integer with 2r+1 ≤ L. A wrong result requires influence from more than r steps away. Some path of r+1 cells starting at the site must then have waiting times that sum to at most n. There are at most 6^(r+1) such paths. For one path, the chance is that of at least r+1 successes in n trials, which is at most (n choose r+1) q^(r+1) ≤ [e n q/(r+1)]^(r+1). Hence

|E[U_L(n)] − U(n)| ≤ [6e n q/(r+1)]^(r+1).

The size needed therefore grows with nq and not with n when q is small. The constant 6e is generous, so this is a statement about scaling rather than a practical size.

**How large the cell must be for the error bar**

Let u_x be 1 if site x is uncovered and 0 otherwise. The variance of the uncovered fraction in one box is

Var(U_L) = L⁻⁴ Σ_x Σ_y Cov(u_x, u_y) = L⁻² Σ_r Cov(u_0, u_r),

because the double sum contains each displacement r once for every one of the L² positions. Two sites more than 2n steps apart read separate random numbers, so their covariance vanishes. If L ≥ 4n+1, no pair is also correlated through a second periodic image, and the sum over r no longer depends on L. The standard deviation per box then falls as 1/L.

For q = 1 the sum is explicit. Both sites are uncovered if the union of their two reach regions has no seed. With I(r) the number of shared sites, the union has 2V − I(r) sites, so

Cov(u_0, u_r) = (1−p)^(2V−I(r)) − (1−p)^(2V).

For L = 24 and n = 5 this gives a standard deviation of 0.1226 per box. The spread over 2000 simulated boxes is 0.1231.

Averaging R boxes divides the variance by R, so the error depends on the total area RL². Once L ≥ 4n+1, one large box has no statistical advantage over several smaller ones of equal total area. The smaller ones also give an error estimate from their spread.

**Thickness in the solvable case**

For q = 1, a cell at height z above a site at distance d from the nearest seed is filled when d + z ≤ n. The covered fraction of layer z is therefore that of the substrate z cycles earlier. Summing the layers gives

h(n) = a Σ_{z=0}^{n} [1 − U(n−z)] = a Σ_{k=0}^{n} [1 − U(k)].

A fully reactive surface, with every site a seed, has thickness a(n+1). The seeded film lacks a Σ U(k), a deficit that accumulates while pinholes remain and cannot shrink in this limit.

**Pinholes without a seeded box**

For q < 1, small uncovered fractions are expensive to count, since most simulated sites are covered. A reversed calculation avoids the counting.

An exposed cell waits τ cycles before it fills, with

P(τ = k) = q(1−q)^(k−1), k = 1, 2, …

Its filling time is its own wait plus the earliest filling time among its neighbours. Following this back to the seeds, let T(x→0) be the smallest sum of waits over all paths from x to the substrate site 0, leaving out the wait of x and including that of 0. Site 0 is covered at the smallest T(x→0) among the seeds x. It is uncovered after n cycles if no seed lies in the set of substrate sites with T(x→0) ≤ n. Let S(n) be the size of this set. The seeds are independent of the waits, so for given waits the chance of no seed is (1−p)^S(n), and

U(n) = E[(1−p)^S(n)].

The set is grown backwards from site 0. A reached cell waits its own τ, then reaches all its neighbours at once. A path that rises m layers and returns needs at least 2m steps, so about n/2 layers suffice for coverage. Thickness needs n+1.

The wait of site 0 can be averaged by hand. With probability q it ends in the first cycle, leaving n−1 cycles for a cluster whose origin has already fired. Let W(n−1) be the mean of (1−p) raised to the footprint of that cluster. With probability 1−q the wait continues, and since a geometric wait has no memory, the situation is that of n−1 cycles from the start. Thus

U(n) = (1−q) U(n−1) + q W(n−1), U(0) = 1−p.

Since W ≥ 0, U(n) ≥ (1−q) U(n−1). No seed density can make the uncovered fraction fall faster than by the factor 1−q per cycle.

How close the film is to this limit has a direct meaning. If a fraction f of the uncovered sites touches oxide, a fraction qf of them fills in the next cycle:

U(n+1)/U(n) = 1 − qf(n).

For p = 0.02 and q = 0.5, the mean over 400 reverse clusters gives U(9)/U(8) = 0.721, so f(8) = (1 − 0.721)/0.5 = 0.56. Nearly half of the uncovered sites still wait for an island to arrive. The ratio U(30)/U(29) is 0.500, so at that stage practically every remaining pinhole already touches oxide and waits only for its own filling event, which the model allows even if the cell is buried. Seed density still sets how many pinholes enter this tail, but the reaction sets their decay.

The formula also covers steady nucleation. If each empty substrate site nucleates with probability ν per cycle, nucleation in cycle m has n−m cycles left to act. The absence of all such events multiplies the chance for given waits by (1−ν)^S(n−m), so

U(n) = E[(1−p)^S(n) (1−ν)^(S(0)+…+S(n−1))].

**Why the average island is a poor guide**

It is tempting to measure the mean footprint ⟨S⟩ of an island grown from one seed and use (1−p)^⟨S⟩. The mean itself is right. The point reflection that exchanges x and 0 leaves the statistics of the waits unchanged and turns T(x→0) into T(0→x). The forward and reverse footprints therefore have the same mean. At n = 20, 200 forward islands give 467.6 ± 2.3 cells and the reverse clusters 467.1 ± 1.5.

The exponent is where the error enters. The function (1−p)^s is convex in s, so its mean is at least its value at the mean:

U(n) ≥ (1−p)^⟨S(n)⟩.

At n = 20 the right side is 0.98^467.1 = 8.0×10⁻⁵, while U = 5.7×10⁻⁴, larger by a factor of 7.1. Rare reverse clusters with a small footprint, including those whose origin itself waits long, change the mean footprint little but contribute much to the pinholes.

**A procedure for closure thickness**

1. Grow about a hundred or more reverse clusters, form U(n) by the recursion, and find the last cycle needed, n_max.
2. Choose L ≥ 2n_max+1. Use L ≥ 4n_max+1 if the 1/L error law is to hold up to n_max.
3. In each forward box, draw the seeds, and in every cycle list the empty cells that touch oxide before filling any of them.
4. Fill each listed cell with probability q, and record the uncovered fraction and the volume. Provide n_max+1 layers.
5. Average U over runs first, then solve U = ε by linear interpolation of ln U between successive cycles. Read h at that cycle.
6. Obtain the error by leaving out one run or cluster at a time and repeating step 5 (the jackknife).

The order in step 5 matters because the inversion is nonlinear. Near closure let U fall as exp(−κn). Then n_ε = constant + (ln U)/κ, with U the estimate at a fixed nearby cycle. Expanding the logarithm to second order, an error of standard deviation σ in U shifts the mean of n_ε by −σ²/(2κU²). Averaging first makes σ small, and this shift falls as the inverse of the total area.

**Worked example**

The parameters are round model values: p = 0.02, q = 0.5 and a = 0.3 nm. A square array with the same seed density would have a spacing of a/√p = 2.12 nm. The reverse clusters give U(12) = 0.0600, U(16) = 0.00714 and U(20) = 0.000567.

For ε = 0.001, the decay between cycles 16 and 20 is

κ = ln(0.00714/0.000567)/4 = 0.63 per cycle,

and the crossing is near 16 + ln(7.14)/0.63 = 19.1. Interpolation between successive cycles gives 19.14 ± 0.03. For ε = 0.01 it gives 15.42 ± 0.03. The rule for the mean requires L ≥ 2×20+1 = 41, so L = 64 is large enough.

Forward growth used 200 boxes with L = 64 and 50 with L = 128, the same total area. Reading the mean thickness of the larger boxes at the two reverse-cluster closure cycles gives

ε = 0.01: h = 2.63 ± 0.01 nm,
ε = 0.001: h = 3.53 ± 0.01 nm.

Using forward data alone for both the cycle and the thickness gives, for ε = 0.001, 3.47 ± 0.02 nm at L = 64 and 3.49 ± 0.04 nm at L = 128. The two sizes agree within their errors, but the smaller boxes lie 0.06 nm below the reverse-cluster result, or 2.6 combined standard errors. The cause is visible in U(20), which is (4.6 ± 0.3)×10⁻⁴ at L = 64, about 20% and 3.1 combined standard errors below the reverse value. At L = 128 it is (5.2 ± 0.6)×10⁻⁴, in agreement with it.

This is not a size bias of the mean, which is excluded at n = 20 for L = 64. The inversion shift is also too small: with σ/U ≈ 0.07 it is about 0.07²/(2×0.63) = 0.004 cycles, and it would still be below 0.02 cycle if the true error were twice as large. A plausible but untested explanation is chance, with an error bar made too small by skewed statistics: a few boxes with large gaps carry much of the mean, and a sample that has too few of them also shows too little spread. A cautious statement of the closure thicknesses is therefore 2.6 nm and 3.5 nm. They count buried uncovered cells as well as open ones, so a film judged only by its open pinholes reaches the same tolerated fractions at a smaller thickness. The oxide volume also includes cells that filled after they had been enclosed. If such cells stayed empty, the volume at a given cycle would be smaller. More runs, not larger boxes, would settle the next digit.

A fully reactive control surface has 3.44 nm and 4.28 nm after the same numbers of cycles. The seeded film is thinner by 0.81 nm and 0.75 nm. Of this, a(1−p) = 0.29 nm is the complete seed layer that the control already has at cycle 0. Counting only material grown after cycle 0, as a reactive monitor would, the differences are 0.52 nm and 0.46 nm, so a thickness read from such a monitor would still overstate the film. The control grows by 0.225 nm per cycle. Columns that grew from their tops alone would gain qa = 0.15 nm; the excess comes from sideways filling, both directly and through the overhangs it creates, which give some columns more than one top.

The deficit shrinks slightly between the two closure points, which the q = 1 formula forbids. For q < 1 the seeded film can therefore grow faster than the control for a while. The mean growth per cycle is qa times the number of empty cells touching oxide per substrate site, so the seeded film must then have more such cells than the control. Whether the sloping island surfaces are responsible was not isolated.

**When the requirement is no pinhole at all**

For an area of A sites, the expected number of uncovered sites is A U(n). The chance that this number is at least one cannot exceed its mean:

P(any pinhole after n cycles) ≤ A U(n).

This holds however strongly pinholes cluster. If M is the first cycle without a pinhole, then P(M > n) is this same chance, and

E[M] = Σ_{n≥0} P(M > n) ≤ Σ_{n≥0} min[1, A U(n)].

In the tail, doubling the side multiplies A by 4, and Δn further cycles multiply U by (1−q)^Δn. The product is unchanged if

4(1−q)^Δn = 1, Δn = ln 4/[−ln(1−q)],

which is 2 cycles for q = 0.5. The law holds for U, which counts buried cells; pinholes open to the gas also disappear by being roofed over and can decay faster. This is the logarithmic drift behind the opening numbers. In the 50 large boxes, the mean last-pinhole cycles are 19.4, 22.0 and 24.2 for sides of 32, 64 and 128, the last being the whole periodic box. The upper bounds are 21.2, 23.2 and 25.2. The measured delay per doubling averages 2.4 cycles. The upper bounds, which use the actual U(n), rise by only 2.0 cycles per doubling, so an incomplete approach to the tail explains little of the excess over 2. The excess comes from clustering. Small windows close early, when several uncovered sites often share one gap, so their last pinhole goes well before the bound. Large windows close later, when the gaps have shrunk towards single cells, and much of this head start is lost: the distance to the bound falls from 1.8 cycles at side 32 to 1.0 at side 128. Not all of this distance is clustering. For independent pinholes P(M > n) ≈ 1 − exp(−AU), and with U halving per cycle the sum lies (1−γ)/ln 2 ≈ 0.6 cycle below the bound at every size, γ being Euler's constant. The part due to clustering thus falls from about 1.1 to about 0.4 cycle.

For a pinhole risk of at most 5% on 128×128 sites, A = 16,384 and U must not exceed 0.05/16,384 = 3.1×10⁻⁶. Since U can at most halve in each cycle, U(27) ≥ 5.67×10⁻⁴/2⁷ = 4.4×10⁻⁶, so this bound cannot certify 27 cycles. The full recursion gives 28. After 28 cycles, one of the 50 simulated boxes still had an uncovered cell. For pinholes open to the gas, the 28 cycles are a conservative choice, because U also counts buried cells.

**Where the guidance stops**

The size rule needs a finite reach per cycle. Precursor depletion over long distances, or mobile species that cross many cells in one cycle, would break it. Seeds gathered along steps or grain boundaries break the factor (1−p)^S, and the box must then also exceed the correlation length of the seeds. The lattice itself gives the islands preferred directions and fixes the smallest pinhole at one cell. The thicknesses above therefore describe this model, and a particular oxide would need its own p, q and cell size.
